\section*{Why Band Gaps Fall Linearly When Hot and Saturate When Cold}

\section*{Question}

The gap of many semiconductors falls along a nearly straight line when the crystal is hot and becomes independent of temperature when it is cold. Why do both regimes occur, and what is learned by continuing the hot straight line down to $T=0$?

\section*{How a vibration moves a level}

Take nuclei that vibrate harmonically about fixed sites, and electrons that see the instantaneous positions of the nuclei. The second assumption treats phonon energies as negligible beside electronic energy differences; it is dropped later. Atomic units are used in the algebra, with $k_B$ written out.

Let all atoms have mass $M$. In a normal mode of frequency $\omega$ atom $j$ moves by $u_j=e_jQ$, with $\sum_j e_j^2=1$, so that the kinetic energy is $M\dot Q^2/2$. To second order the electron Hamiltonian is
\begin{equation}
H(Q)=H_0+QH'+\tfrac12Q^2H'' .
\end{equation}
For a nondegenerate level $n$, $QH'$ in second-order perturbation theory and $\tfrac12Q^2H''$ in first order both contribute at order $Q^2$:
\begin{align}
E_n(Q)&=E_n+Q\langle n|H'|n\rangle+Q^2(F_n+D_n),\\
F_n&=\sum_{m\ne n}\frac{|\langle m|H'|n\rangle|^2}{E_n-E_m},\qquad
D_n=\tfrac12\langle n|H''|n\rangle .
\end{align}
$F_n$ is the Fan term: the vibration mixes levels, and mixed levels repel. $D_n$ is the Debye--Waller term: the electron sees a potential smeared by the motion.

Neither term has a meaning without the other, as a rigid translation shows. Then all $e_j$ equal a constant $c$, and the shifted Hamiltonian is $e^{-icQp}H_0e^{icQp}$, with $p$ the electron momentum. Expansion in $Q$ gives $H'=-ic[p,H_0]$ and $H''=-c^2[p,[p,H_0]]$. Since $\langle m|[p,H_0]|n\rangle=(E_n-E_m)p_{mn}$,
\begin{align}
F_n&=c^2\sum_{m\neq n}\frac{(E_n-E_m)^2|p_{mn}|^2}{E_n-E_m}
=c^2\sum_m(E_n-E_m)|p_{mn}|^2,\\
D_n&=-\tfrac{c^2}{2}\langle n|p^2H_0-2pH_0p+H_0p^2|n\rangle\nonumber\\
&=-c^2\sum_m(E_n-E_m)|p_{mn}|^2 .
\end{align}
The sum vanishes, as it must when the whole crystal is moved. Dropping either term would make the gap depend on where the crystal stands.

\section*{Where the common factor comes from}

Both terms multiply the same $Q^2$, so temperature enters through its thermal mean. With $Q=(b+b^\dagger)/\sqrt{2M\omega}$, the mean of $Q$ vanishes, which removes the linear term, and
\begin{equation}
\langle Q^2\rangle=\frac{\langle bb^\dagger+b^\dagger b\rangle}{2M\omega}
=\frac{2N+1}{2M\omega},\qquad N=\frac{1}{e^{\omega/k_BT}-1}.
\end{equation}
Different modes are uncorrelated, $\langle Q_\nu Q_\mu\rangle=0$ for $\nu\neq\mu$, so their shifts add. Let $F_\nu$ and $D_\nu$ now denote conduction-edge minus valence-edge values. The gap is
\begin{equation}
E_g(T)=E_{\rm st}+\sum_\nu a_\nu(2N_\nu+1),\qquad
a_\nu=\frac{F_\nu+D_\nu}{2M\omega_\nu}, \label{gap}
\end{equation}
where $E_{\rm st}$ is the gap with all nuclei at rest on their sites. At $T=0$ every $N_\nu$ vanishes, but the gap differs from $E_{\rm st}$ by the zero-point renormalisation
\begin{equation}
Z=E_g(0)-E_{\rm st}=\sum_\nu a_\nu .
\end{equation}

The factor $2N+1$ does not fix the sign of the shift. Levels on the same side of the gap push the edges towards each other; levels across the gap push them apart. The Debye--Waller term can have either sign. The gap shrinks on heating when the weighted sum of the $a_\nu$ is negative, which has to be found for each crystal.

\section*{The hot line and the cold plateau}

Put $x_\nu=\omega_\nu/(2k_BT)$. Then
\begin{equation}
2N_\nu+1=\frac{e^{2x_\nu}+1}{e^{2x_\nu}-1}=\coth x_\nu
=\frac1{x_\nu}+\frac{x_\nu}{3}-\dots
\end{equation}
The hyperbolic cotangent is odd, so its expansion has no constant term. At high temperature
\begin{equation}
E_g(T)=E_{\rm st}+sT+\sum_\nu\frac{a_\nu\omega_\nu}{6k_BT}+\dots,\qquad
s=2k_B\sum_\nu\frac{a_\nu}{\omega_\nu}. \label{hot}
\end{equation}
The first two terms are the asymptote. It is the classical result: equipartition gives $\langle Q^2\rangle=k_BT/(M\omega^2)$, which vanishes at $T=0$. The line therefore meets $T=0$ at the gap of the resting lattice. The real gap departs from it because quantum nuclei do not come to rest, and the distance between the two at $T=0$ is $Z$. In this approximation a hot measurement thus contains information on zero-point motion.

At low temperature $N_\nu\simeq e^{-\omega_\nu/k_BT}$, and a discrete set of modes freezes out exponentially. In an infinite crystal the frequencies reach zero. If the $a_\nu$ then form a density $C\omega^p$ at small $\omega$, substituting $t=\omega/k_BT$ gives
\begin{equation}
E_g(T)-E_g(0)\simeq2C\int_0^\infty\!\frac{\omega^p\,d\omega}{e^{\omega/k_BT}-1}
=2C(k_BT)^{p+1}\!\int_0^\infty\!\frac{t^p\,dt}{e^t-1}.
\end{equation}
The upper limit may be infinite because high frequencies are exponentially suppressed. Near $t=0$ the last integrand behaves as $t^{p-1}$, so the integral converges for $p>0$. The power of $T$ then exceeds one and the curve starts with zero slope. Saturation thus needs a coupling density that vanishes at zero frequency.

\section*{A tangent is not the asymptote}

Data end at a finite temperature, where one can draw only a tangent. Its intercept is $E_g-T\,dE_g/dT$. As $x\propto1/T$, one has $T\,d(\coth x)/dT=-x\,d(\coth x)/dx=x/\sinh^2x$, and the intercept is
\begin{equation}
E_{\rm tan}(T)=E_{\rm st}+\sum_\nu a_\nu
\left(\coth x_\nu-\frac{x_\nu}{\sinh^2x_\nu}\right). \label{tan}
\end{equation}
For small $x$, $x/\sinh^2x=1/x-x/3+\dots$, so the bracket tends to $2x/3=\omega/(3k_BT)$. The tangent then misses the fraction
\begin{equation}
\frac{E_{\rm tan}-E_{\rm st}}{Z}\simeq\frac{\bar\omega}{3k_BT},\qquad
\bar\omega=\frac{\sum_\nu a_\nu\omega_\nu}{\sum_\nu a_\nu}. \label{miss}
\end{equation}
This error falls only as $1/T$, and a curve can look straight while it is still considerable. Fitting the full form (\ref{gap}) with a few frequencies uses the curvature as well, and so does not require the asymptote to have been reached.

\section*{Does thermal expansion spoil the intercept?}

At constant pressure the lattice also expands. For one mode let $\omega(\epsilon)=\omega(1-\gamma\epsilon)$, with strain $\epsilon$, Gr\"uneisen parameter $\gamma$ and elastic energy $K\epsilon^2/2$. The free energy is
\begin{equation}
\Phi(\epsilon)=\tfrac12K\epsilon^2+k_BT\ln\!\left[2\sinh\frac{\omega(\epsilon)}{2k_BT}\right].
\end{equation}
Setting its derivative to zero gives $K\epsilon=\tfrac12\gamma\omega\coth[\omega(\epsilon)/2k_BT]$. To lowest order in $\epsilon$ the frequency on the right is the unstrained one, and
\begin{equation}
\epsilon=\frac{\gamma\omega}{2K}(2N+1).
\end{equation}
Expansion obeys the same law. Multiplied by $dE_{\rm st}/d\epsilon$, it adds to $a_\nu$ and, to this order in the strain, leaves the argument intact. The intercept then belongs to the volume the lattice would have with nuclei at rest, and $Z$ includes the zero-point expansion. The next order bends the line. At high temperature $\epsilon=\beta T/(1-\gamma\epsilon)\simeq\beta T(1+\gamma\beta T)$ with $\beta=\gamma k_B/K$, which moves a tangent intercept by the fraction $2\gamma\beta k_BT^2/\omega$ of the zero-point strain. For $\beta=1.7\times10^{-5}$~K$^{-1}$, $\gamma=1$ and $\omega=0.03$~eV this is about 10\% at 1000~K, as large as the $1/T$ error there.

An absorption line at $E_g-E_b$, with $E_b$ the exciton binding energy, gives the same $Z$ if $E_b$ is constant, since $E_b$ cancels in the difference. A temperature-dependent $E_b$ adds its own contribution.

\section*{Numbers for a ring of six atoms}

Consider an electron of free mass on a ring of six atoms, 3.0~\AA\ apart. Each atom carries a Gaussian well that moves rigidly with it. Between plane waves $K$ and $K'$ the potential is
\begin{equation}
V_{KK'}=-\frac{v_0}{6}\,e^{-(K-K')^2w^2/2}\sum_{j=1}^6e^{-i(K-K')(R_j+u_j)},
\end{equation}
with $R_j$ the sites, $v_0=1.20$~eV and $w=0.50$~\AA. The atoms have mass 12~u and nearest-neighbour springs, so the phonon energies are $0.060\,|\sin(\pi l/6)|$~eV with $l=1,\dots,5$; $l=0$ is the translation. These are round model parameters and stand for no material.

Diagonalising the Hamiltonian in 49 plane waves gives $E_{\rm st}=1.3976$~eV between the sixth and seventh levels, the edges of the first two bands. No other level lies closer to either edge than this, so a phonon energy is at most about 4\% of any denominator. The sums for $F_\nu$ and $D_\nu$ give:

\begin{center}
\begin{tabular}{cccccc}
$\omega$ & modes & $F$ & $D$ & $\langle Q^2\rangle_{T=0}$ & $a$\\
eV & & eV/\AA$^2$ & eV/\AA$^2$ & \AA$^2$ & eV\\
0.030 & 2 & 0.145 & $-0.527$ & 0.00581 & $-0.00222$\\
0.052 & 2 & 0.145 & $-0.527$ & 0.00335 & $-0.00128$\\
0.060 & 1 & 0.145 & $-0.527$ & 0.00290 & $-0.00111$
\end{tabular}
\end{center}

For the first row, $a=(0.145-0.527)\times0.00581=-0.0022$~eV. The Debye--Waller entry is the same for all modes for a definite reason. The density of an edge state has the period of the lattice, so each atom contributes the same amount times $e_j^2$, and $\sum_je_j^2=1$. A rigid translation has this $D$ too, but there $F=+0.527$~eV/\AA$^2$ cancels it. In the vibrations $F$ is smaller, and a net closing remains. The near equality of the five Fan values is a numerical finding for these parameters, for which no reason is derived here.

The positive sign of $F$ means that repulsion across the gap outweighs repulsion from levels on the same side. With the electron coordinates held fixed, as here, the negative Debye--Waller term outweighs the positive Fan term. This split depends on the choice of coordinates: in coordinates that follow the atoms through the sinusoidal displacement field of longest wavelength both terms are negative for these modes, other fields (including shorter-wavelength sinusoids that agree on the sites) divide the sum differently, and only the sum, about $-0.38$~eV/\AA$^2$, stays the same. The closing of the gap therefore belongs to the sum and not to one term. Summed over modes,
\begin{equation}
Z=0.0031-0.0112=-0.0081\ {\rm eV}=-8.1\ {\rm meV}.
\end{equation}

The slope follows from (\ref{hot}). With one more digit than in the table, the sum of $a_\nu/\omega_\nu$ is
\begin{equation}
-2\,\frac{0.002215}{0.0300}-2\,\frac{0.001279}{0.0520}-\frac{0.001107}{0.0600}=-0.215,
\end{equation}
and multiplication by $2k_B$ gives $s=-3.71\times10^{-5}$~eV/K. Define $\Theta=2Z/s=436$~K. The asymptote has fallen to the zero-temperature gap at $\Theta/2=218$~K, which marks the crossover between plateau and line.

These values belong to a ring of six atoms and have no limit for a long chain. For rings of 6 to 48 atoms, $F+D$ stays near $-2.29$~eV/\AA$^2$ divided by the number of atoms, down to the lowest mode, so $a_\nu\propto1/\omega_\nu$. In one dimension the mode density is constant at small $\omega$, and the coupling density has $p=-1$, outside the condition $p>0$ found above. For 12 atoms $Z=-11.0$~meV and $\Theta=291$~K; for 48 atoms $Z=-16.9$~meV and $\Theta=111$~K. $|Z|$ grows as the logarithm of the length and $|s|$ in proportion to it. The plateau of this ring is the exponential freezing of a discrete set of modes and is not a model of the low-temperature gap of a crystal.

Equation (\ref{gap}) gives 1.3895~eV at 0~K, 1.3892~eV at 100~K, 1.3844~eV at 300~K, 1.3743~eV at 600~K and 1.3598~eV at 1000~K. The first 100~K lower the gap by 0.0003~eV; the last 400~K lower it by 0.0144~eV, close to $400\,|s|=0.0148$~eV.

The tangent tells less than this straightness suggests. By (\ref{tan}) it recovers 52\% of $Z$ at 300~K, 74\% at 600~K, 84\% at 1000~K and 92\% at 2000~K. These values belong to the second-order formula; higher orders lower them, as shown below, and no melting is in the model. The table gives $\bar\omega=0.041$~eV, and (\ref{miss}) then predicts a missing 8\% at 2000~K, as found.

How good is the second-order expansion? The gap can be diagonalised for displaced atoms and averaged over the Gaussian distribution of all five mode coordinates, here by Gauss--Hermite quadrature with four points per mode. The average is 1.3895~eV at 0~K and 1.3744~eV at 600~K. The shift from $E_{\rm st}$ is smaller in size than the second-order one by 0.25\% and 0.8\%, respectively. The discrepancy grows with amplitude. In this ring it bends the hot line before the $1/T$ error has died out: a tangent to the averaged gap recovers about 72\% of the zero-point shift at 600~K and 78.5\% at 1000~K, but only about 69\% at 2000~K. Hotter data then no longer bring the intercept closer to $E_{\rm st}$. Anharmonic vibrations, which are left out here, would also change $\langle Q^2\rangle$ and with it the line.

\section*{What a moving phonon hides from the line}

Now restore the phonon energy. Let an edge level couple through $g(b+b^\dagger)$ to an empty level at height $D>\omega$ above it ($D$ is now an energy). From a state with $n$ phonons, emission costs $D+\omega$ and has squared matrix element $g^2(n+1)$; absorption costs $D-\omega$ and has $g^2n$. Second-order perturbation theory, averaged over $n$, gives
\begin{align}
\Delta E&=-g^2\left[\frac{N+1}{D+\omega}+\frac{N}{D-\omega}\right]\nonumber\\
&=-g^2\,\frac{(N+1)(D-\omega)+N(D+\omega)}{D^2-\omega^2}\nonumber\\
&=-g^2\,\frac{(2N+1)D-\omega}{D^2-\omega^2}.
\end{align}
The last term in the numerator does not depend on temperature. It shifts the hot line and the cold plateau equally, so extrapolation cannot see it. The line reveals $-g^2D/(D^2-\omega^2)$, whereas the true zero-point shift is $-g^2/(D+\omega)$. Their ratio is
\begin{equation}
\frac{\text{extrapolated}}{\text{true}}=\frac{D}{D-\omega}.
\end{equation}
For $D\gg\omega$ it tends to one and the earlier result returns. For $D=0.170$~eV and $\omega=0.050$~eV it is $0.170/0.120=1.42$: extrapolation overstates the shift by 42\%.

In a polar crystal an edge couples to levels of its own band at all heights, including $D<\omega$. The coupling follows from electrostatics. A static charge density $\rho_q$ coupled to longitudinal phonons by $M_q\rho_q(b_q+b_{-q}^\dagger)$ lowers the energy by $|M_q|^2|\rho_q|^2/\omega$ per wavevector, as completing the square shows. This must equal the energy gained when lattice screening is added to electronic screening, $(2\pi/\Omega q^2)\kappa|\rho_q|^2$, with $\kappa=1/\varepsilon_\infty-1/\varepsilon_0$ and $\Omega$ the volume. Hence $|M_q|^2=2\pi\kappa\omega/(\Omega q^2)$.

For a parabolic band of mass $m$ the height is $q^2/2m$. With $\sum_q\to(\Omega/2\pi^2)\int q^2dq$ and $q=y\sqrt{2m\omega}$, the shift of the band minimum is
\begin{equation}
\Delta E=-\frac{\kappa\sqrt{2m\omega}}{\pi}
\left[(N+1)\!\int_0^\infty\!\frac{dy}{y^2+1}
+N\,{\rm P}\!\!\int_0^\infty\!\frac{dy}{y^2-1}\right].
\end{equation}
P denotes the principal value, which gives the real energy shift. The first integral is $\pi/2$. The second has the antiderivative $\frac12\ln|(y-1)/(y+1)|$, which vanishes at both ends; the contributions from $1\pm\eta$ cancel as $\eta\to0$, so the integral is zero. Absorption to levels below $\omega$ pushes the edge up as much as absorption to levels above $\omega$ pushes it down. With $\alpha=\kappa\sqrt{m/2\omega}$,
\begin{equation}
\Delta E=-\alpha\omega(N+1)=-\tfrac12\alpha\omega(2N+1)-\tfrac12\alpha\omega .
\end{equation}
The shift at $T=0$ is $-\alpha\omega$, but the asymptote has the intercept $-\alpha\omega/2$. To this order in the coupling, extrapolation reveals half of the zero-point shift. Static denominators would have been no guide here: without $\omega$ the integral becomes $\int dy/y^2$, which diverges at small $y$.

For $m=0.20$, $\omega=0.050$~eV, $\varepsilon_\infty=5.0$ and $\varepsilon_0=10.0$, one has $\kappa=0.10$ and $\alpha=0.74$. The edge moves by $-0.0369$~eV at $T=0$, and the line points to $-0.0184$~eV. The second-order asymptote thus shows a shift of 0.018~eV in size and hides as much again. It is not reached within the range of the approximation. A tangent shows 0.013~eV at 600~K and 0.015~eV at 1000~K. The pole at $y=1$ also gives the edge an imaginary part $\alpha\omega N$, which is 0.023~eV at 600~K and 0.047~eV at 1000~K. Once this width is comparable to $\omega$, second order with sharp denominators is no longer reliable.

For harmonic nuclei and to second order in the coupling, the intercept is thus the gap of the resting lattice where phonon energies are small beside the electronic energy differences that matter. Where they are not, it is that gap plus the part of the zero-point shift that heating does not change.

Numbers in the example were calculated in double precision.
